# Chen's derivative rule for a p-wave tunnelling tip, part 2

An electron tunnels between a sample state $\psi$ and a tip state $\chi$ centred at $\mathbf r_0$. We ask what a p-wave tip images. The algebra uses atomic units, $\hbar=m=e=1$; numerical values are in Å and eV. The tip potential $U_T$ vanishes outside the tip core. To first order the coupling is

$$M=\int \chi^*\,U_T\,\psi\,d^3r . \tag{1}$$

Both states have the same energy, measured from a flat vacuum level:

$$E=-\frac{\kappa^2}{2},\qquad \kappa>0 . \tag{11}$$

On a plane $z=z_p$ with the sample below and the tip above,

$$M=\frac12\int_{z=z_p}\left(\chi^*\,\partial_z\psi-\psi\,\partial_z\chi^*\right)dx\,dy . \tag{15}$$

In the vacuum $\psi$ obeys the same equation as $\chi$:

$$(\nabla^2-\kappa^2)\chi=0 . \tag{16}$$

Let $\boldsymbol\rho=\mathbf r-\mathbf r_0$, $\rho=|\boldsymbol\rho|$, $\hat{\boldsymbol\rho}=\boldsymbol\rho/\rho$, and let the unit vector $\mathbf n$ point along the p lobe. The tails are $\chi_s=C_sk_0(\kappa\rho)$ and $\chi_p=C_pk_1(\kappa\rho)\,\mathbf n\cdot\hat{\boldsymbol\rho}$, with real $C_s$, $C_p$, $k_0(u)=e^{-u}/u$ and

$$k_1(u)=-k_0'(u)=e^{-u}\left(\frac1u+\frac1{u^2}\right), \tag{19}$$

$$\chi_p=-\frac{C_p}{\kappa}\,\mathbf n\cdot\nabla k_0(\kappa\rho)=+\frac{C_p}{\kappa}\,\mathbf n\cdot\nabla_{\mathbf r_0}k_0(\kappa\rho). \tag{25}$$

The couplings are

$$M_s=-\frac{2\pi C_s}{\kappa}\,\psi(\mathbf r_0), \tag{24}$$

$$\boxed{\,M_p=-\frac{2\pi C_p}{\kappa^2}\,\mathbf n\cdot\nabla\psi(\mathbf r_0)\,} \tag{27}$$

On a sphere about $\mathbf r_0$, the p-wave part of $\psi$ is proportional to

$$i_1(\kappa\rho),\qquad i_1(u)=\frac{\cosh u}{u}-\frac{\sinh u}{u^2}=\frac u3\left(1+\frac{u^2}{10}+\dots\right), \tag{30}$$

where $u/3$ is the linear estimate.

Signals are proportional to $|M|^2$: $S_s$ for an s tip, $S_x$ and $S_z$ for p lobes along $x$ and $z$. For equally normalised tails, $C_p=\sqrt3\,C_s$ and

$$\frac{|M_p|^2}{|M_s|^2}=\frac{3\,|\mathbf n\cdot\nabla\psi|^2}{\kappa^2|\psi|^2}. \tag{38}$$

The worked example has a binding energy of 4.50 eV ($\kappa=1.0868$ Å$^{-1}$), two lobes $D=4.0$ Å apart, and a tip centre $h=6.0$ Å above their plane.

### A travelling wave and a density curvature

Consider a state that runs along the surface,

$$\psi=e^{iqx-\lambda z},\qquad\lambda^2=\kappa^2+q^2 . \tag{39}$$

The relation for $\lambda$ follows from the vacuum equation (16). The density $e^{-2\lambda z}$ has no lateral structure, yet (38) gives

$$\frac{S_x}{S_s}=\frac{3q^2}{\kappa^2},\qquad\frac{S_z}{S_s}=3\left(1+\frac{q^2}{\kappa^2}\right). \tag{40}$$

For $\kappa=1.0868$ Å$^{-1}$ and $q=0.50$ Å$^{-1}$ the first ratio is $3\times0.2500/1.1811=0.635$ and the second is $3.635$. Direct integration of (15) gives the same values. A $p_x$ tip is blind to a state with $q=0$ and responds to lateral phase changes. A $p_z$ tip sees every state of this kind. Relative to an s tip at the same place, it favours those of short wavelength, because they decay faster in $z$.

If the three orbitals $p_x$, $p_y$ and $p_z$ contribute independently and with equal weight, the individual gradients combine into a property of the density. From $\nabla^2\psi=\kappa^2\psi$,

$$\nabla^2|\psi|^2=\psi^*\nabla^2\psi+\psi\nabla^2\psi^*+2|\nabla\psi|^2=2\kappa^2|\psi|^2+2|\nabla\psi|^2, \tag{41}$$

$$\sum_{i=x,y,z}|\partial_i\psi|^2=\tfrac12\nabla^2|\psi|^2-\kappa^2|\psi|^2 . \tag{42}$$

Such a tip measures half the Laplacian of the density, less $\kappa^2$ times the density itself. For the wave (39) the right-hand side is $(2\lambda^2-\kappa^2)|\psi|^2=(\kappa^2+2q^2)|\psi|^2$, in agreement with the sum of the two signals in (40).

### A state with two lobes of opposite sign

The worked example takes round parameters: a binding energy of 4.50 eV, two lobes a distance $D=4.0$ Å apart, and a tip centre at height $h=6.0$ Å (0.60 nm) above their plane. From (11), $\kappa=1.0868$ Å$^{-1}$. One lobe, centred at the origin, has the tail of a $p_z$ orbital. Along the line $y=0$, $z=h$ it is

$$\varphi(x)=\frac hR\,k_1(\kappa R),\qquad R=\sqrt{x^2+h^2}, \tag{43}$$

and the sample state is

$$\psi(x)=\varphi(x-D/2)-\varphi(x+D/2). \tag{44}$$

The derivative of a lobe needs one further function. From (19),

$$\frac{d}{du}\frac{k_1(u)}u=-\frac{k_2(u)}u,\qquad k_2(u)=e^{-u}\left(\frac1u+\frac3{u^2}+\frac3{u^3}\right). \tag{45}$$

Since $k_1(\kappa R)/R=\kappa k_1(u)/u$ with $u=\kappa R$, and $du/dx=\kappa x/R$,

$$\varphi'(x)=-\frac{\kappa hx}{R^2}\,k_2(\kappa R). \tag{46}$$

At the centre, $x=0$, the lobes cancel and $\psi=0$. Their slopes add:

$$\psi'(0)=\varphi'(-D/2)-\varphi'(D/2)=\frac{\kappa hD}{R^2}k_2(\kappa R),\qquad R^2=h^2+\frac{D^2}4 . \tag{47}$$

Here $R^2=40$ Å$^2$, $\kappa R=6.8735$ and $k_2=2.258\times10^{-4}$. Then $\psi'(0)/\kappa=0.600\times2.258\times10^{-4}=1.355\times10^{-4}$, and the $p_x$ signal is $3(\psi'/\kappa)^2=5.51\times10^{-8}$ in units where an s tip gives $\psi^2$.

Above the right-hand lobe, at $x=2$ Å, (44) gives $\psi=\varphi(0)-\varphi(4\text{ Å})=2.605\times10^{-4}-0.473\times10^{-4}=2.132\times10^{-4}$, so the s signal is $4.55\times10^{-8}$. The $p_x$ signal over the node exceeds the s signal over a lobe by the factor 1.21. The whole scan, relative to the peak of the s signal, is:

| $x$ (Å) | s tip | $p_x$ tip |
|---|---|---|
| 0 | 0.000 | 1.127 |
| 1 | 0.379 | 0.679 |
| 2 | 0.930 | 0.068 |
| 3 | 0.905 | 0.069 |
| 4 | 0.493 | 0.224 |
| 5 | 0.173 | 0.166 |

The s tip shows two maxima at $\pm2.44$ Å with a dark line between them. They lie outside the lobe centres at $\pm2$ Å because the opposite lobe subtracts more on the inner side. The $p_x$ tip shows its strongest signal on the dark line. It vanishes where the s signal peaks, since $\psi'=0$ there, and it has weaker side maxima further out.

If the lobes have equal signs, the picture is reversed at the centre. The s signal there is 2.19 on the same scale, and the $p_x$ signal vanishes by symmetry. The $p_x$ image thus distinguishes the relative sign of the two lobes through a bright or a dark centre.

### Numerical tests of the rule and of first-order theory

The table was obtained from the surface integral (15), and it agrees with (24) and (27) at all six positions. A separate test uses the volume integral (1). The tip is a spherical well of radius 1.0 Å and depth 46.07 eV, which binds a p state at 4.50 eV. With the tip centre 6.0 Å above the two-lobe state, displaced sideways from the symmetry planes, and with the lobe direction $\mathbf n=(0.48,0.60,0.64)$, the volume integral and (27) differ by about one part in $10^7$. This core is not small. At its edge $\kappa\rho=1.09$, and by (30) the p-wave part of $\psi$ exceeds its linear estimate by about 12 per cent. The rule includes that excess.

Both sides of this comparison are of first order in tunnelling. To test the first order itself, let an s state in a sample well and a p state in a tip well have the same energy. With the roles of sample and tip exchanged, the coupling is the complex conjugate of $M$: in (15) the outward normal changes sign, and so does the antisymmetric integrand. The two amplitudes then obey

$$i\dot a=M^*b,\qquad i\dot b=Ma, \tag{48}$$

with energy shifts $\pm|M|$ and a splitting of $2|M|$. The splitting can also be calculated without first-order theory, by matching multipole expansions around both wells.

For wells of radius 1.0 Å with centres 6.0 Å apart and the p lobe along the line between them, the rule gives $2|M|=15.859$ meV, and the full splitting agrees to about 3 parts in $10^5$. At 4.5 Å the values are 112.73 meV and 112.79 meV, a relative difference of $6\times10^{-4}$. The splitting does not show a second-order shift common to both levels, which raises them by about 0.03 meV at 6.0 Å and 1.1 meV at 4.5 Å, or 0.4 and 2 per cent of $|M|$. In this model, higher-order tunnelling is small at the height of the example, and its effect grows as the wells approach.

### Mixed tips

A tip may supply s and p states that tunnel independently. Let $w$ be the s share, so that the signal is $w\psi^2+(1-w)\,3\psi'^2/\kappa^2$. Near the node write $\psi=gx+cx^3/6$, with $g=\psi'(0)$ and $c=\psi'''(0)$. To second order in $x$ the signal is

$$S=(1-w)\frac{3g^2}{\kappa^2}+\left[wg^2+(1-w)\frac{3gc}{\kappa^2}\right]x^2 . \tag{49}$$

In the example $c/g<0$, so the centre is a maximum for small $w$. The bracket changes sign at

$$\frac{w}{1-w}=-\frac{3c}{\kappa^2g}, \tag{50}$$

which gives $w=0.545$. The centre loses its rank as the brightest point slightly earlier. By the table it falls below the point $x=2$ Å when $0.930w+0.068(1-w)>1.127(1-w)$, that is, for $w>0.53$.

If s and p character belong to one and the same tip state, the amplitudes add before squaring:

$$M=-\frac{2\pi}{\kappa}\left[C_s\psi+\frac{C_p}{\kappa}\,\mathbf n\cdot\nabla\psi\right]. \tag{51}$$

When $C_p/C_s$ is small, the bracket is $C_s\psi(\mathbf r_0+\mathbf nC_p/\kappa C_s)$ to first order, so a weak p admixture displaces the s image. For the state (44) and $\mathbf n$ along $x$, the cross term in $|M|^2$ is odd in $x$ and makes the two sides unequal.

### The real case and the neglected effects

The parameters lie roughly in the regime of a CO-terminated tip above a frontier orbital of a flat molecule on a thin insulating film. The tip then offers two sideways orbitals, $p_x$ and $p_y$. On the line scanned here $\partial_y\psi=0$ by symmetry, so the $p_x$ column describes both. The binding energies of real frontier orbitals differ by electronvolts from one molecule to another, and real orbitals often have more than two lobes. The numbers are those of the model.

The derivation assumes a flat barrier, which a real junction does not have. An electron midway between two metal planes a distance $d$ apart has images at distances $d,2d,3d,\dots$ on either side, with alternating signs. Its energy contains a factor $\tfrac12$, because the images follow the electron:

$$W=-\frac12\cdot2\left(\frac1d-\frac1{2d}+\frac1{3d}-\dots\right)=-\frac{\ln2}{d}. \tag{52}$$

For a rough electrode spacing of 12 Å this is $-0.83$ eV. The lowering is smallest at mid-gap and grows towards either plane, so this value understates the mean effect. As an estimate of size, replace the curved barrier by a flat one lowered to 3.67 eV. At fixed height and fixed tail amplitude, the exponential factor $e^{-2\kappa h}$ then grows 3.5 times. The ratio of the $p_x$ signal at the centre to the s peak rises from 1.13 to 1.33, and the s peak moves from 2.44 to 2.50 Å. Absolute signals are thus much less reliable than the shape of the image.

A bias of 2.0 V across the same spacing is a field of 16.7 MV/cm. It shifts the mean barrier between the orbital plane and the tip centre by 0.50 eV, upwards or downwards according to polarity. If the tilted barrier is again replaced by a flat one with the shifted mean, the centre ratio becomes 1.03 or 1.24. At the tip centre itself the barrier shifts by twice as much, 1.0 eV, and the factor $3/\kappa^2$ in (38) depends on the barrier there, so the ratio in a tilted barrier changes by more than these two values suggest. Rescaling by the barrier at the tip gives about $1.03\times5.0/5.5=0.94$ and $1.24\times4.0/3.5=1.4$, so for one polarity the $p_x$ centre is weaker than the s peak. In all these cases the centre remains the brightest point of the $p_x$ scan, although a strongly curved potential around the tip would also change the rule (27), which these estimates do not capture.

A CO molecule can bend sideways. A rough force of 10 pN and a rough stiffness of 0.5 N/m give a displacement of 0.20 Å. Applied uniformly along the scan as a pure sideways shift, it changes the $p_x$ signal by at most 13 per cent of its central value. Bending also rotates the lobe, by about 4° for a rough lever of 3 Å, so that $\mathbf n$ acquires a $z$ component and $\partial_z\psi$ enters (27). This term is of the same size as the shift and adds to it, and the two together change the signal by up to about 27 per cent of its central value. The force in a real scan varies with position and distorts the image. Temperature matters little: at 5 K an energy window of $3.5k_BT=1.5$ meV changes the exponential factor $e^{-2\kappa h}$ by $\kappa h\,\Delta E/|E|=0.2$ per cent.

The model also omits polarisation of the film, vibrational broadening of the level, and d-wave parts of the tip. The last bring in second derivatives of $\psi$, because each further derivative of $k_0$ in (25) passes to $\psi(\mathbf r_0)$ in the same way. Finally, the tip core must not reach into the sample potential. There $\psi$ no longer obeys the vacuum equation, and the value or gradient at one point no longer determines the coupling. The computed values behind this section are listed in the numerical output that follows.

## Calculated quantities

```
binding energy below vacuum: 4.50 eV
decay constant kappa: 1.0868 1/angstrom
lobe distance: 4.0 angstrom
tip height: 6.0 angstrom
signals relative to the s-tip peak (x in angstrom):
  x = 0: s tip 0.0000, p_x tip 1.1268
  x = 1: s tip 0.3786, p_x tip 0.6792
  x = 2: s tip 0.9297, p_x tip 0.0680
  x = 3: s tip 0.9054, p_x tip 0.0694
  x = 4: s tip 0.4928, p_x tip 0.2243
  x = 5: s tip 0.1731, p_x tip 0.1660
s-tip peak position: 2.44 angstrom
p_x centre / s peak: 1.127
s share that removes the central maximum: 0.545
in-phase lobes, centre: s 2.191, p_x 9.3e-29
travelling wave q: 0.50 1/angstrom
  p_x / s signal: 0.6350
  p_z / s signal: 3.6350
well radius: 1.0 angstrom
tip well depth (p state): 46.07 eV
sample well depth (s state): 20.62 eV
volume integral / rule - 1: 1.1e-07
wells 4.5 angstrom apart:
  2|M| = 112.7271 meV, splitting = 112.7944 meV
  relative error of 2|M|: -6.0e-04
wells 6.0 angstrom apart:
  2|M| = 15.8590 meV, splitting = 15.8594 meV
  relative error of 2|M|: -2.7e-05
electrode spacing: 12.0 angstrom
image lowering at mid-gap: 0.832 eV
signal factor from image lowering: 3.55
bias: 2.0 V, field: 16.7 MV/cm
mean barrier shift by tilt: 0.50 eV
case: barrier eV, s peak angstrom, centre ratio, s share
  flat barrier: 4.50, 2.44, 1.127, 0.545
  image lowered: 3.67, 2.50, 1.329, 0.587
  tilt down: 4.00, 2.48, 1.240, 0.569
  tilt up: 5.00, 2.42, 1.034, 0.522
side force: 10 pN, stiffness: 0.5 N/m
sideways bending: 0.20 angstrom
largest p_x signal change by bending: 13.3 % of centre
thermal window at 5 K: 1.51 meV
signal change over thermal window: 0.22 %
```
